Spin rotation, Kramers pairs and B⁵ spin relaxation in quantum dots

**1. A rate that grows thirtyfold when the field doubles**

An electron spin in a model quantum dot, in its upper Zeeman state at zero temperature, relaxes at 0.417 s⁻¹ in a field of 0.5 T and at 13.1 s⁻¹ in a field of 1 T. Doubling the field multiplies the rate by 31.3, close to 2⁵ = 32. The electric dipole that connects the two spin states at 1 T is also remarkably small: its components are 2.9 and 5.8 pm, in a dot whose length is 23.3 nm.

Time-reversal symmetry has a part in both facts. It makes the matrix element of any electric potential between the two spin states vanish at zero field, so the dipole vanishes with the field and the one-phonon rate gains two powers of B. A spin rotation that depends on position makes this visible, because it removes the linear spin-orbit terms to first order and leaves a coupling proportional to the magnetic field.

**2. Model and conventions**

The electron has effective mass m and moves strictly in the x–y plane. The axes x and y are cubic axes of a crystal of zincblende symmetry. The field lies in the plane, along the unit vector b = (cos φ, sin φ, 0), so it has no orbital effect in this model. The Hamiltonian is

H = H₀ + H_so + H_Z, H₀ = p²/2m + U(r),

H_so = α(p_x σ_y − p_y σ_x) + β(−p_x σ_x + p_y σ_y),

H_Z = ½ E_Z b·σ, E_Z = gμ_B B = ħω_Z > 0.

The Rashba and Dresselhaus strengths α and β are velocities. Collecting the terms with p_x and p_y gives

H_so = p_x Λ_x + p_y Λ_y,

Λ_x = ασ_y − βσ_x, Λ_y = βσ_y − ασ_x.

Equivalently Λ_j = λ_j·σ, with λ_x = (−β, α, 0) and λ_y = (−α, β, 0).

Spin-orbit coupling is weak when the dot length ℓ is much shorter than ħ/m|α| and ħ/m|β|. Hartree units would be awkward for a dot, so ħ is kept and numbers are given in laboratory units. Tests in pure numbers use ħ = m = ω₀ = 1, where ω₀ is the dot frequency.

**3. The position-dependent rotation**

Take the anti-Hermitian operator

S = (im/ħ)(xΛ_x + yΛ_y).

Then e^S is unitary and rotates the spin by an amount that depends on position. S commutes with U(r). Since [x_j, p²/2m] = iħp_j/m,

[S, H₀] = (im/ħ) Σ_j Λ_j (iħp_j/m) = −Σ_j p_jΛ_j = −H_so.

The transformed Hamiltonian is

e^S H e^(−S) = H + [S, H] + ½[S, [S, H]] + …

At first order in α and β, without the field, the terms are H_so + [S, H₀] = 0. The linear terms are gone. At second order,

[S, H_so] + ½[S, [S, H₀]] = [S, H_so] − ½[S, H_so] = ½[S, H_so].

To evaluate this, use p_k x_j = x_j p_k − iħδ_jk:

[x_jΛ_j, p_kΛ_k] = x_j p_k Λ_jΛ_k − p_k x_j Λ_kΛ_j
= x_j p_k [Λ_j, Λ_k] + iħδ_jk Λ_kΛ_j.

Different Pauli matrices anticommute, so Λ_x² = Λ_y² = α² + β². The commutator is

[Λ_x, Λ_y] = −α²[σ_y, σ_x] − β²[σ_x, σ_y] = 2i(α² − β²)σ_z.

Summing over j and k, the orbital factor is xp_y − yp_x = L_z. With the prefactor im/2ħ,

½[S, H_so] = −m(α² + β²) − (m/ħ)(α² − β²)L_zσ_z.

The rotation therefore does not remove spin-orbit coupling completely. It leaves a constant and a term L_zσ_z of second order, followed by higher orders.

The exception is α = ±β at zero field. There Λ_y = ±Λ_x, the two matrices commute, [S, H_so] is a constant, and the series stops. The spectrum is that of H₀ shifted by −2mα². For α = β = 0.2 in dot units, the lowest levels of a harmonic dot agree with a rigid shift of −0.08 to within 10⁻¹⁴.

For unequal strengths α = 0.01 and β = 0.02, the ground level should shift by −(α² + β²) = −5.0 × 10⁻⁴; diagonalization gives −4.9996 × 10⁻⁴. In the first excited shell L_z = ±ħ, so the last term splits the levels by 2|α² − β²| = 6.0 × 10⁻⁴; the computed value is 5.994 × 10⁻⁴.

**4. What the field leaves behind**

The rotation also acts on the Zeeman term. From [λ·σ, b·σ] = 2i(λ×b)·σ,

[S, H_Z] = (im/ħ)(E_Z/2) Σ_j x_j 2i(λ_j×b)·σ
= −(m/ħ)E_Z Σ_j x_j (λ_j×b)·σ.

Both λ_j and b lie in the plane, so the cross products point along z. Call the first-order term W:

W = −(m/ħ)E_Z (ν·r)σ_z,

ν_x = −α cos φ − β sin φ, ν_y = −β cos φ − α sin φ.

Squaring and adding gives

|ν|² = α² + β² + 2αβ sin 2φ.

In the rotated frame the electron sees an extra magnetic field that is perpendicular to B, proportional to B, and linear in position. When a phonon displaces the electron, this field changes and can flip the spin. At B = 0 it is absent.

**5. Kramers partners at zero field**

The vanishing of the spin-flip matrix element at B = 0 does not depend on weak spin-orbit coupling. Let Θ = iσ_yK, with K complex conjugation. It reverses p and σ, so it commutes with H₀ + H_so, and Θ² = −1. Hence ψ and Θψ are degenerate. For an antiunitary operator ⟨a|b⟩ = ⟨Θb|Θa⟩.

Let V(r) be real and independent of spin, so that it commutes with Θ. Put a = Θψ and b = Vψ:

⟨Θψ|Vψ⟩ = ⟨ΘVψ|Θ²ψ⟩ = −⟨VΘψ|ψ⟩ = −⟨Θψ|Vψ⟩.

A number equal to its own negative is zero, so

⟨Θψ|V|ψ⟩ = 0.

The same rule gives ⟨Θψ|V|Θψ⟩ = ⟨ψ|V|ψ⟩. Within the doublet, V is a multiple of the identity: it shifts both states equally and has no element connecting them, so it causes no transition at first order, the order used in the one-phonon rate below. A potential that changes in time and acts at higher order through other doublets is not covered by this argument: if |α| ≠ |β| and it carries the electron around a loop that encloses an area, the L_zσ_z term of section 3 can rotate the spin even at B = 0. The result also covers e^(iq·r), which is cos(q·r) + i sin(q·r), a combination of two real potentials.

In an anharmonic dot, U = ½r² + 0.05(x⁴ + y⁴) + 0.1x²y + 0.1x, with strong coupling, α = 0.3 and β = 0.2, and with q = (0.7, 0.4), all in dot units, the computed off-diagonal element of e^(iq·r) is 4 × 10⁻¹⁶, zero to rounding. The operator σ_z is odd under Θ and is not protected: its largest eigenvalue in the same doublet is 0.794.

A weak field mixes other doublets into the pair, with amplitudes proportional to B. Mixing within the pair has no effect on the flip element, because V is a multiple of the identity there. The flip element therefore starts at first order in B, unless some further symmetry removes that order. In the anharmonic dot it rises from 4.011 × 10⁻⁴ to 8.021 × 10⁻⁴ when the Zeeman energy is doubled from 0.002 to 0.004, with the field at φ = 0.4 rad.

**6. The spin-flip element of a harmonic dot**

Now take U = ½mω₀²r², with ℓ² = ħ/mω₀ and ω_Z < ω₀, and work to first order in spin-orbit coupling. The potential V = e^(iq·r) commutes with S, so it has the same form in both frames.

Let |+⟩ and |−⟩ be the spin states along b, with energies ±E_Z/2. Since z is perpendicular to b, σ_z flips these states with an element s = ⟨−|σ_z|+⟩ of modulus one. Acting on the orbital ground state |0⟩, ν·r creates one quantum along ν, in the state |1⟩, with element |ν|ℓ/√2. Thus

w = ⟨1,−|W|0,+⟩ = −(m/ħ)E_Z|ν|(ℓ/√2)s.

W admixes |1,−⟩ into the upper state with energy denominator E_Z − ħω₀, and |1,+⟩ into the lower state with denominator −E_Z − ħω₀. Because ⟨0|V|1⟩ = ⟨1|V|0⟩, the flip element is

M = −w⟨0|V|1⟩ [1/(ħω₀ − E_Z) + 1/(ħω₀ + E_Z)]
= −w⟨0|V|1⟩ 2ħω₀/[(ħω₀)² − E_Z²].

The ground-state density is proportional to e^(−r²/ℓ²), so ⟨0|V|0⟩ = e^(−q_∥²ℓ²/4), where q_∥ is the in-plane part of q. The state |1⟩ has the wavefunction of |0⟩ times (√2/ℓ)(ν·r)/|ν|. A factor r under the integral is −i times a derivative with respect to q, which gives

⟨0|V|1⟩ = i (q·ν/|ν|)(ℓ/√2) e^(−q_∥²ℓ²/4).

Inserting w and using mω₀ℓ² = ħ,

|M| = ω_Z |q·ν| e^(−q_∥²ℓ²/4)/(ω₀² − ω_Z²).

For small q, comparison with iq·r gives the dipole element

|⟨−|r_j|+⟩| = ω_Z|ν_j|/(ω₀² − ω_Z²).

The unrotated frame gives the same answer in another way. There the perturbation is H_so, and the momentum element obeys ⟨0|p|1⟩ = −⟨1|p|0⟩. The two paths now enter with opposite signs:

1/(ħω₀ − E_Z) − 1/(ħω₀ + E_Z) = 2E_Z/[(ħω₀)² − E_Z²].

Each path survives at zero field, but their sum does not. This is the Kramers cancellation in perturbation theory. The rotation has already carried it out, so W contains the factor E_Z from the start.

**7. The piezoelectric potential**

Consider a phonon with displacement u = e_s u₀ e^(iq·r), direction n = q/|q|, polarization e_s, and amplitude u₀ = √(ħ/2ρΩω) in a crystal of volume Ω and density ρ. Zincblende symmetry gives the polarization

P_x = e₁₄(∂_y u_z + ∂_z u_y), and cyclic permutations.

Without free charge, the electric potential Φ obeys −ε∇²Φ + ∇·P = 0. The two terms are

−ε∇²Φ = εq²Φ,

∇·P = −2e₁₄(q_xq_yu_z + q_yq_zu_x + q_zq_xu_y).

With h₁₄ = e₁₄/ε, the electron's potential energy −eΦ has modulus eh₁₄|A_s|u₀, where

A_s = 2(n_xn_ye_z + n_yn_ze_x + n_zn_xe_y).

The derivatives in the strain have been cancelled by those in Poisson's equation, so A_s depends on direction but not on |q|.

The rate requires the integral of n_in_jA_s² over directions. The two transverse branches have the same speed, so their A_s² can be added; the sum, unlike each term, does not depend on the choice of polarization vectors. For the longitudinal branch, and for this transverse sum, half-turns about the cubic axes make the off-diagonal entries of the integral vanish, and cyclic permutations make its diagonal entries equal. It is therefore (4π/3)δ_ij times the spherical average of A_s².

These averages follow from a vector R with three independent Gaussian components of unit variance. Since ⟨R⁴⟩ = 15 and ⟨R⁶⟩ = 105, while ⟨X²Y²⟩ = ⟨X²Y²Z²⟩ = 1,

⟨n_x²n_y²⟩ = 1/15, ⟨n_x²n_y²n_z²⟩ = 1/105.

For longitudinal waves e_s = n and A = 6n_xn_yn_z, with mean square 36/105 = 12/35. Summed over all three polarizations, the mean square is 4 × 3/15 = 28/35. The two transverse branches together therefore contribute 16/35.

**8. The relaxation rate**

At zero temperature the spin can only emit a phonon. Energy conservation fixes q = ω_Z/c_s for sound speed c_s, and the golden rule gives for one branch

Γ_s = (2π/ħ) [Ω/(2π)³] ∫dn [q²/(ħc_s)] (eh₁₄A_s)² [ħ/(2ρΩω_Z)] |M|²
= (eh₁₄)² q²/(8π²ħρc_sω_Z) ∫dn A_s²|M|².

For qℓ ≪ 1 and ω_Z ≪ ω₀, |M|² = ω_Z²q²(n·ν)²/ω₀⁴. Inserting q = ω_Z/c_s and the angular integral, with a_s the mean square of A_s (the transverse pair is treated as one branch, with the sum of its two mean squares),

Γ_s = (eh₁₄)²|ν|² a_s ω_Z⁵/(6πħρω₀⁴c_s⁵).

Adding the branches, with 12/35 = 3 × 4/35 and 16/35 = 4 × 4/35,

Γ = 2(eh₁₄)²|ν|²ω_Z⁵ (3/c_L⁵ + 4/c_T⁵)/(105πħρω₀⁴).

Since ω_Z is proportional to B, Γ is proportional to B⁵. The density of phonon states supplies ω_Z², the squared dipole factor another ω_Z², the squared phonon amplitude ω_Z⁻¹, and the Kramers cancellation the remaining ω_Z².

**9. Worked example at 1 T**

The parameters are round model values: m = 0.07 electron masses, ħω₀ = 2 meV, g = 0.4, ħα = 0.5 meV nm, ħβ = 1 meV nm, eh₁₄ = 1.2 eV/nm, ρ = 5000 kg/m³, c_L = 5000 m/s and c_T = 3000 m/s. The field points along x.

The dot length is 23.3 nm and ħ/mβ is 1089 nm, so the coupling is weak. With α = 759.6 m/s and β = 1519.3 m/s,

|ν|² = α² + β² = 2.885 × 10⁶ m²/s².

The frequencies are ω_Z = 3.518 × 10¹⁰ s⁻¹ and ω₀ = 3.039 × 10¹² s⁻¹. The x dipole is

ω_Zα/ω₀² = 3.518 × 10¹⁰ × 759.6/(3.039 × 10¹²)² m = 2.89 pm.

Diagonalizing the original Hamiltonian, without the rotation, also gives 2.89 pm. For the rate, in SI units,

(eh₁₄)² = 3.70 × 10⁻²⁰, ω_Z⁵ = 5.39 × 10⁵², ω₀⁴ = 8.52 × 10⁴⁹,

3/c_L⁵ + 4/c_T⁵ = 9.6 × 10⁻¹⁹ + 1.646 × 10⁻¹⁷ = 1.742 × 10⁻¹⁷.

The formula then gives Γ = 13.5 s⁻¹. Transverse phonons supply about 94% of it, because they are slower and the speed enters to the fifth power.

The full phonon sum, using the diagonalized states and the complete factor e^(iq·r), gives 13.07 s⁻¹, or a relaxation time of 76.5 ms. This is 3.2% below the B⁵ formula.

**10. Where the fifth power ends**

The form factor multiplies the rate by an average of e^(−q_∥²ℓ²/2). When qℓ is small, this lowers the rate by the fraction ⟨q_∥²ℓ²⟩/2, where the average is weighted by the emission. Since q² grows as B², the local exponent falls to 5 − ⟨q_∥²ℓ²⟩.

At 1 T the computed exponent is 4.944, so the form factor should lower the rate by about 0.056/2 = 2.8%. A further 0.4% is already present at 0.05 T, where the form factor is negligible. At that field ω_Z/ω₀ is only 6 × 10⁻⁴, so the one approximation of the formula that remains is the first order in spin-orbit coupling. The 0.4% therefore comes from higher orders, which the diagonalization keeps and the formula drops. Together they account for the 3.2%.

At 4 T the transverse phonons have qℓ = 1.09 and the long-wavelength condition fails. The full sum is 8.89 × 10³ s⁻¹ against 1.38 × 10⁴ s⁻¹ from the formula, and the local exponent has dropped to 4.15.

*Temperature.* With N phonons per mode at frequency ω_Z, one-phonon emission and absorption together relax the spin at the rate Γ(1 + 2N). For k_BT ≪ E_Z this is Γ. The condition is demanding: E_Z/k_B is 0.27 K at 1 T, 0.13 K at 0.5 T and 13 mK at 0.05 T, and at 0.1 K the ratio of the rates at 1 T and 0.5 T is already 21 instead of 31.3. For k_BT ≫ E_Z, N ≈ k_BT/E_Z, one power of B is lost, and the one-phonon law becomes B⁴ where Γ follows B⁵. The computed exponent at 0.05 T and 1 K is 4.000. Two-phonon processes are left out here. The argument of section 5 does not make them vanish at B = 0, so in a warm lattice they may dominate at low fields.

*Deformation potential.* A longitudinal phonon also shifts the band edge by D∇·u, of modulus Dqu₀. This replaces eh₁₄A_s by Dq, adds a factor q² to the rate, and gives B⁷. With D = 7 eV this channel has 2.8 × 10⁻⁴ of the piezoelectric rate at 1 T and 5.7 × 10⁻³ at 4 T, so it does not disturb the B⁵ law here.

*Field direction.* The rate follows |ν|². For α and β of the same sign, as here, it is largest for B along [110], where |ν|² = (α + β)², and smallest along [1−10], where |ν|² = (α − β)². The predicted ratio is (1.5/0.5)² = 9; the full sums at 1 T, 23.5 and 2.62 s⁻¹, have the ratio 8.98. If α = β and B lies along [1−10], b·σ is proportional to Λ_x = Λ_y. The spin component along B is then conserved, and this relaxation channel closes in the model at any coupling strength.

The model leaves out the finite thickness of the dot, orbital effects of the field, spin-orbit terms cubic in momentum, elastic anisotropy and nuclear spins. Nuclear spins matter most at low field: their static field breaks time reversal for the electron, so the phonon channel they open lacks the Kramers factor ω_Z², falls only as B³, and in a host with nuclear spins can overtake the B⁵ rate as the field is lowered. The rates above are those of the stated model, not predictions for a particular device. The numerical output below lists the values at all fields considered.

Calculated quantities

```
TESTS IN DOT UNITS (hbar = m = w0 = 1)
alpha=beta=0.2: largest level error after shift 6.2e-15
alpha=0.01, beta=0.02: ground shift -4.9996e-04
alpha=0.01, beta=0.02: first-shell splitting 5.9940e-04
Kramers pair, B=0: off-diagonal potential element 4.3e-16
Kramers pair, B=0: difference of diagonal elements 1.6e-15
Kramers pair, B=0: largest eigenvalue of sigma_z 0.794
flip element at Zeeman energy 0.002: 4.011e-04
flip element at Zeeman energy 0.004: 8.021e-04
MODEL PARAMETERS
mass 0.07 m_e; dot energy 2.0 meV; g factor 0.4
hbar*alpha 0.5 meV nm; hbar*beta 1.0 meV nm
e*h14 1.2 eV/nm; deformation potential 7.0 eV
density 5000 kg/m^3; cL 5000 m/s; cT 3000 m/s
DERIVED QUANTITIES, B along x
dot length ell 23.33 nm
spin-orbit length hbar/(m beta) 1089 nm
alpha 759.6 m/s; beta 1519.3 m/s
dot frequency w0 3.0385e+12 rad/s
Zeeman energy at 1 T 23.15 micro-eV
Larmor frequency at 1 T 3.5176e+10 rad/s
transverse q*ell at 1 T 0.274
transverse q*ell at 4 T 1.094
flip dipole at 1 T, diagonalized: x 2.891 pm, y 5.783 pm
flip dipole at 1 T, formula: x 2.895 pm, y 5.789 pm
PIEZOELECTRIC RATE AT ZERO TEMPERATURE, B along x
B 0.05 T: B^5 law 4.218e-06 /s; full sum 4.201e-06 /s; local exponent 5.000
B 0.5 T: B^5 law 4.218e-01 /s; full sum 4.172e-01 /s; local exponent 4.986
B 1.0 T: B^5 law 1.350e+01 /s; full sum 1.307e+01 /s; local exponent 4.944
B 2.0 T: B^5 law 4.319e+02 /s; full sum 3.848e+02 /s; local exponent 4.778
B 4.0 T: B^5 law 1.382e+04 /s; full sum 8.886e+03 /s; local exponent 4.149
full-sum relaxation time at 1 T 76.5 ms
OTHER CHANNEL, DIRECTION, TEMPERATURE
deformation-potential exponent at 0.05 T 7.000
deformation/piezoelectric rate at 1.0 T 2.75e-04
deformation/piezoelectric rate at 2.0 T 1.16e-03
deformation/piezoelectric rate at 4.0 T 5.67e-03
rate at 1 T, B along [110] 2.350e+01 /s
rate at 1 T, B along [1-10] 2.618e+00 /s
ratio of these two rates 8.976
exponent at 0.05 T and 1 K, emission plus absorption 4.000
```
